# Parallel and normal effective indices of a silicon-silica grating: verification in Python

```python
"""
Result under test: a fine stack of two dielectrics is a uniaxial medium with
    n_par^2 = f*eps1 + (1-f)*eps2          (E parallel to the layers)
    1/n_perp^2 = f/eps1 + (1-f)/eps2       (E normal to the layers)
in the limit period/wavelength -> 0.
f: silicon volume fraction; eps1, eps2: squared indices of silicon and silica.
N: index of a wave running along the layers; K: Bloch wavenumber across them.
The reference side solves the first-order Maxwell system in each layer by
matrix exponentials. Lengths are in nm. Material values are rough typical ones.
"""
import numpy as np
from scipy.linalg import expm, eigh_tridiagonal
from scipy.optimize import brentq

n_si, n_ox = 3.48, 1.44
wavelength, period, fill = 1550.0, 200.0, 0.5
k0 = 2 * np.pi / wavelength
eps_si, eps_ox = n_si**2, n_ox**2


def averages(f, n1=n_si, n2=n_ox):
    """Principal permittivities of the homogenised stack."""
    return f * n1**2 + (1 - f) * n2**2, 1 / (f / n1**2 + (1 - f) / n2**2)


def layer_matrix(eps, thickness, N2, field):
    """Propagate the two continuous field components through one layer."""
    if field == "par":      # (E, E'/k0)
        A = np.array([[0.0, 1.0], [N2 - eps, 0.0]])
    else:                   # (H, H'/(eps*k0)); H is proportional to normal D
        A = np.array([[0.0, eps], [N2 / eps - 1.0, 0.0]])
    return expm(k0 * thickness * A)


def cell_trace(L, f, N2, field):
    return np.trace(layer_matrix(eps_ox, (1 - f) * L, N2, field)
                    @ layer_matrix(eps_si, f * L, N2, field))


def squared_index_along(L, f, field):
    """N^2 of the fundamental wave along the layers (zero Bloch phase)."""
    guess = averages(f)[0 if field == "par" else 1]
    return brentq(lambda N2: cell_trace(L, f, N2, field) - 2,
                  0.9 * guess, 1.3 * guess, xtol=1e-13, rtol=1e-14)


def index_across(L, f):
    """Bloch index for propagation normal to the layers."""
    return np.arccos(cell_trace(L, f, 0.0, "par") / 2) / (k0 * L)


def second_order(L, f):
    ep, en = averages(f)
    c = np.pi**2 / 3 * (L / wavelength)**2 * f**2 * (1 - f)**2
    return (ep + c * (eps_si - eps_ox)**2,
            en + c * (1 / eps_si - 1 / eps_ox)**2 * en**3 * ep)


eps_par, eps_perp = averages(fill)
n_par, n_perp = np.sqrt(eps_par), np.sqrt(eps_perp)
n_mean = fill * n_si + (1 - fill) * n_ox

# Long-wave limit of the Maxwell solutions, for two filling fractions
for f in (0.5, 0.3):
    ep, en = averages(f)
    assert abs(np.sqrt(squared_index_along(2.0, f, "par")) - ep**0.5) < 5e-5
    assert abs(np.sqrt(squared_index_along(2.0, f, "perp")) - en**0.5) < 5e-5
    assert abs(index_across(2.0, f) - ep**0.5) < 5e-5
    # Leading finite-period shift; 1 percent allows for the next order
    for field, base, formula in zip(("par", "perp"), (ep, en),
                                    second_order(20.0, f)):
        shift = squared_index_along(20.0, f, field) - base
        assert abs(shift / (formula - base) - 1) < 0.01
assert round(n_par, 2) == 2.66 and round(n_perp, 2) == 1.88
assert n_ox < n_perp < n_mean < n_par < n_si


def even_mode(L, field):
    """Continuous field at oxide centre, relative to silicon centre."""
    N2 = squared_index_along(L, fill, field)
    end = (layer_matrix(eps_ox, (1 - fill) * L / 2, N2, field)
           @ layer_matrix(eps_si, fill * L / 2, N2, field)
           @ np.array([1.0, 0.0]))
    assert abs(end[1]) < 1e-8       # slope vanishes: the mode is even
    terms = []
    for eps, part in ((eps_si, fill), (eps_ox, 1 - fill)):
        kappa = k0 * np.sqrt(complex(eps - N2))
        p = 1.0 if field == "par" else eps
        terms.append(kappa / p * np.tan(kappa * part * L / 2))
    assert abs(sum(terms)) < 1e-7 * abs(terms[0])
    return end[0]


uniform = {(L, q): even_mode(L, q) for L in (20.0, period)
           for q in ("par", "perp")}
for q in ("par", "perp"):
    assert abs(uniform[20.0, q] - 1) < 0.01
    assert abs(uniform[20.0, q] - 1) < abs(uniform[period, q] - 1)

# Closed cosine relation for propagation across the layers
for L, f in ((period, 0.5), (150.0, 0.3)):
    a, b = k0 * n_si * f * L, k0 * n_ox * (1 - f) * L
    cosine = (np.cos(a) * np.cos(b)
              - (n_si / n_ox + n_ox / n_si) / 2 * np.sin(a) * np.sin(b))
    assert abs(cosine - cell_trace(L, f, 0.0, "par") / 2) < 1e-11

# First stop band: smallest period at which the Bloch phase reaches pi
stop_period = brentq(lambda L: cell_trace(L, fill, 0.0, "par") + 2, 200, 250)
assert all(abs(cell_trace(L, fill, 0.0, "par")) < 2
           for L in np.linspace(2, stop_period - 0.1, 150))


def slab_index(n_core, d):
    """Fundamental mode, E in the film plane, silica on both sides."""
    def condition(n):
        kap, gam = np.sqrt(n_core**2 - n**2), np.sqrt(n**2 - eps_ox)
        return k0 * d * kap / 2 - np.arctan2(gam, kap)
    return brentq(condition, n_ox + 1e-9, n_core - 1e-9)


def slab_index_grid(n_core, d, h=2.0, half_window=4000.0):
    y = np.arange(-half_window + h / 2, half_window, h)
    eps = np.where(np.abs(y) < d / 2, n_core**2, eps_ox)
    top = eigh_tridiagonal(eps - 2 / (k0 * h)**2,
                           np.full(len(y) - 1, 1 / (k0 * h)**2),
                           eigvals_only=True, select="i",
                           select_range=(len(y) - 1, len(y) - 1))
    return np.sqrt(top[0])


film = 220.0
slab_par, slab_perp = slab_index(n_par, film), slab_index(n_perp, film)
for core, value in ((n_par, slab_par), (n_perp, slab_perp)):
    assert abs(slab_index_grid(core, film) - value) < 1e-3

# Fabrication and temperature changes
width_error = 10.0
wide = np.sqrt(averages(fill + width_error / period))
heating, dn_si, dn_ox = 50.0, 1.8e-4, 1.0e-5
hot = np.sqrt(averages(fill, n_si + dn_si * heating, n_ox + dn_ox * heating))


def show(label, value, digits=4, unit="(dimensionless)"):
    print(f"{label}: {value:.{digits}f} {unit}")


show("silicon index", n_si, 2)
show("silica index", n_ox, 2)
show("silicon volume fraction", fill, 2)
show("wavelength", wavelength, 0, "nm")
show("period", period, 0, "nm")
show("silicon width", fill * period, 0, "nm")
show("period / wavelength", period / wavelength)
show("silicon permittivity", eps_si)
show("silica permittivity", eps_ox)
show("inverse silicon permittivity", 1 / eps_si, 5)
show("inverse silica permittivity", 1 / eps_ox, 5)
show("parallel permittivity", eps_par)
show("mean inverse permittivity", 1 / eps_perp, 5)
show("normal permittivity", eps_perp)
show("PARALLEL INDEX", n_par)
show("NORMAL INDEX", n_perp)
show("index difference, parallel minus normal", n_par - n_perp)
show("plain mean of the two indices", n_mean, 2)
show("normal-E jump, silica side / silicon side", eps_si / eps_ox, 3)
for L in (20.0, period):
    show(f"E par, oxide/silicon centre, period {L:.0f} nm", uniform[L, "par"])
    show(f"D normal, oxide/silicon centre, period {L:.0f} nm",
         uniform[L, "perp"])
print("Maxwell indices: period nm | along, E par | along, E normal | across")
for L in (2.0, 50.0, 100.0, period):
    print(f"  {L:.0f} | {squared_index_along(L, fill, 'par')**0.5:.4f} | "
          f"{squared_index_along(L, fill, 'perp')**0.5:.4f} | "
          f"{index_across(L, fill):.4f}")
approx = np.sqrt(second_order(period, fill))
show("second-order parallel index at 200 nm", approx[0])
show("second-order normal index at 200 nm", approx[1])
full = (squared_index_along(period, fill, "par")**0.5 / n_par,
        squared_index_along(period, fill, "perp")**0.5 / n_perp,
        index_across(period, fill) / n_par)
for name, ratio in zip(("along, E par", "along, E normal", "across"), full):
    show(f"finite-period shift {name}", 100 * (ratio - 1), 2, "%")
show("stop band begins at period", stop_period, 1, "nm")
show("homogenised estimate of that period", wavelength / (2 * n_par), 1, "nm")
show("silicon width error", width_error, 0, "nm")
show("resulting parallel index change", wide[0] - n_par)
show("resulting normal index change", wide[1] - n_perp)
show("temperature rise", heating, 0, "K")
print(f"rough dn/dT silicon, silica: {dn_si:.1e}, {dn_ox:.1e} 1/K")
show("thermal parallel index change", hot[0] - n_par, 5)
show("thermal normal index change", hot[1] - n_perp, 5)
show("film thickness", film, 0, "nm")
show("film mode index, E parallel to layers", slab_par)
show("film mode index, E normal to layers", slab_perp)
print("ALL CHECKS PASSED")
```

Printed output:

```
silicon index: 3.48 (dimensionless)
silica index: 1.44 (dimensionless)
silicon volume fraction: 0.50 (dimensionless)
wavelength: 1550 nm
period: 200 nm
silicon width: 100 nm
period / wavelength: 0.1290 (dimensionless)
silicon permittivity: 12.1104 (dimensionless)
silica permittivity: 2.0736 (dimensionless)
inverse silicon permittivity: 0.08257 (dimensionless)
inverse silica permittivity: 0.48225 (dimensionless)
parallel permittivity: 7.0920 (dimensionless)
mean inverse permittivity: 0.28241 (dimensionless)
normal permittivity: 3.5409 (dimensionless)
PARALLEL INDEX: 2.6631 (dimensionless)
NORMAL INDEX: 1.8817 (dimensionless)
index difference, parallel minus normal: 0.7814 (dimensionless)
plain mean of the two indices: 2.46 (dimensionless)
normal-E jump, silica side / silicon side: 5.840 (dimensionless)
E par, oxide/silicon centre, period 20 nm: 0.9979 (dimensionless)
D normal, oxide/silicon centre, period 20 nm: 0.9979 (dimensionless)
E par, oxide/silicon centre, period 200 nm: 0.8142 (dimensionless)
D normal, oxide/silicon centre, period 200 nm: 0.8052 (dimensionless)
Maxwell indices: period nm | along, E par | along, E normal | across
  2 | 2.6631 | 1.8817 | 2.6631
  50 | 2.6671 | 1.8846 | 2.6672
  100 | 2.6792 | 1.8935 | 2.6814
  200 | 2.7267 | 1.9327 | 2.7893
second-order parallel index at 200 nm: 2.7271 (dimensionless)
second-order normal index at 200 nm: 1.9269 (dimensionless)
finite-period shift along, E par: 2.39 %
finite-period shift along, E normal: 2.71 %
finite-period shift across: 4.74 %
stop band begins at period: 240.2 nm
homogenised estimate of that period: 291.0 nm
silicon width error: 10 nm
resulting parallel index change: 0.0926 (dimensionless)
resulting normal index change: 0.0703 (dimensionless)
temperature rise: 50 K
rough dn/dT silicon, silica: 1.8e-04, 1.0e-05 1/K
thermal parallel index change: 0.00602 (dimensionless)
thermal normal index change: 0.00127 (dimensionless)
film thickness: 220 nm
film mode index, E parallel to layers: 2.0853 (dimensionless)
film mode index, E normal to layers: 1.5445 (dimensionless)
ALL CHECKS PASSED
```
